# Hubbard U, its Charge Derivative and Spin Constants of Carbon

## Problem

Density-functional tight binding (DFTB) describes the charge and spin response of an atom by a few numbers. For carbon they belong to an energy expansion about the neutral atom with equal spin occupations. If only the 2p occupation changes,

$$
E=E_0+\varepsilon_p\,\Delta n+\tfrac12U\,\Delta n^2+\tfrac16U^d\,\Delta n^3+\tfrac12W_{pp}\,m_p^2+\dots
$$

Here $n=n_\uparrow+n_\downarrow$ is the number of 2p electrons, $\Delta n=n-2$ and $m_p=n_\uparrow-n_\downarrow$. With spin in both valence shells the last term becomes $\frac12\sum_{ll'}W_{ll'}m_lm_{l'}$. Since $n$ counts electrons, $U^d=dU/dn$ changes sign if positive net charge is used as the variable instead.

Take a non-relativistic, spherically averaged carbon atom in the local spin-density approximation (LSDA), with Slater exchange and Perdew–Wang correlation. Occupations may be fractional.

1. Estimate $U$, $U^d$ and $W_{pp}$ by a scaling argument.
2. Show that these parameters are derivatives of Kohn–Sham eigenvalues, and compute them.
3. Compare $U$ with $I-A$, where $I$ is the ionization energy and $A$ the electron affinity. Do this with equal spins and with all 2p spins parallel.

Hartree atomic units are used, with eV for the main results.

## First estimate by scaling

Let the 1s² core screen two units of nuclear charge completely, so that $N=4$ valence electrons see a charge $Z_v=4$. Give all of them one radial function with an adjustable scale $\zeta$,

$$
u(r)\propto r^2e^{-\zeta r},\qquad u^2(r)=\frac{(2\zeta)^5}{4!}\,r^4e^{-2\zeta r}.
$$

This is the hydrogenic 2p function for nuclear charge $2\zeta$. Its energy is $-(2\zeta)^2/8=-\zeta^2/2$. By the virial theorem the kinetic energy is $\zeta^2/2$ and the potential energy is $-\zeta^2=-2\zeta\langle1/r\rangle$, so $\langle 1/r\rangle=\zeta/2$.

The repulsion of two such spherical clouds follows from the charge inside radius $r$. With $x=2\zeta r$, that charge is $1-e^{-x}\sum_{k=0}^4x^k/k!$. Counting each pair of radii once and doubling,

$$
F_0=2\cdot2\zeta\int_0^\infty\frac{x^3e^{-x}}{24}\Big[1-e^{-x}\sum_{k=0}^4\frac{x^k}{k!}\Big]dx
=\frac{\zeta}{6}\Big[6-\sum_{k=0}^4\frac{(k+3)!}{k!\,2^{k+4}}\Big]=\frac{93}{256}\,\zeta .
$$

Write $F_0=2c\,\zeta$ with $c=93/512=0.182$. For $N(N-1)/2$ pairs, continued to real $N$,

$$
E(N,\zeta)=N\Big[\tfrac12\zeta^2-\tfrac12Z_v\zeta+(N-1)c\,\zeta\Big].
$$

Setting $\partial E/\partial\zeta=0$ gives $\zeta=Z_v/2-c(N-1)$. The bracket is then $\frac12\zeta^2-\zeta^2$, so $E(N)=-N\zeta^2/2$. Because $d\zeta/dN=-c$,

$$
E'=-\tfrac12\zeta^2+cN\zeta,\qquad E''=2c\zeta-c^2N,\qquad E'''=-3c^2 .
$$

At $N=4$, $\zeta=2-3c=1.455$. The estimates are

$$
U\approx0.529-0.132=0.40,\qquad U^d\approx-0.10 .
$$

The two parts of $U$ have separate meanings. At fixed $\zeta$ the second derivative of $E(N,\zeta)$ is $2c\zeta=F_0$, the bare repulsion. The term $-c^2N$ is the relief gained when the shell expands. The same expansion makes $U^d$ negative: a larger shell is easier to charge.

For the spin constant, keep exchange alone and hold the shell rigid. The exchange potential is $v_{x\sigma}=-(6\rho_\sigma/\pi)^{1/3}$, with slope $-\frac13(6/\pi)^{1/3}\rho_\sigma^{-2/3}$. Adding an electron of spin up changes only $v_{x\uparrow}$, and $W$ is half the difference between the same-spin and opposite-spin responses. Let $\rho_1=u^2/(4\pi r^2)$ be the density of one electron. Four valence electrons give $\rho_\sigma=2\rho_1$, and

$$
W_{pp}\approx-\frac16\Big(\frac6\pi\Big)^{1/3}2^{-2/3}\int\rho_1^{4/3}\,4\pi r^2dr .
$$

Put $\rho_1=Br^2e^{-2\zeta r}$ with $B=(2\zeta)^5/(96\pi)$. The integral is

$$
4\pi B^{4/3}\,\Gamma(17/3)\,(8\zeta/3)^{-17/3}=0.167\,\zeta .
$$

The prefactor is $-0.130$, so $W_{pp}\approx-0.022\,\zeta=-0.03$. It is more than ten times smaller than $U$, and negative because parallel spins lower the exchange energy.

The model is not good for everything. Its eigenvalue $E'=-1.059+1.057$ nearly vanishes, as a difference of two large terms. It may serve for curvatures, but not for the position of the level.

## Exact solution within LSDA

### Radial problem and Janak's theorem

Each radial orbital satisfies

$$
\Big[-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac6r+v_H(r)+v_{xc,\sigma}(r)\Big]u_{l\sigma}=\varepsilon_{l\sigma}u_{l\sigma},
$$

with $u=0$ at $r=0$ and at a hard wall $r=R$. If $P(r)$ is the total radial density, the Hartree potential is $v_H=y/r$, where $y''=-P/r$, $y(0)=0$ and $y(R)$ is the number of electrons.

Let $f_i$ be the occupation of orbital $i$. The total energy is

$$
E=\sum_if_i\langle i|-\tfrac12\nabla^2|i\rangle+F[\rho_\uparrow,\rho_\downarrow],\qquad \rho_\sigma=\sum_{i\in\sigma}f_i|\psi_i|^2,
$$

where $F$ contains the nuclear, Hartree and exchange-correlation energies, and $\delta F/\delta\rho_\sigma=v_\sigma$ is the full Kohn–Sham potential. Changing $f_i$ has two effects. The explicit one is

$$
\langle i|-\tfrac12\nabla^2|i\rangle+\int v_\sigma|\psi_i|^2d^3r=\langle i|h_\sigma|i\rangle=\varepsilon_i .
$$

The other comes from the change of every orbital:

$$
\sum_jf_j\big(\langle\delta j|h|j\rangle+\langle j|h|\delta j\rangle\big)=\sum_jf_j\varepsilon_j\,\delta\langle j|j\rangle=0,
$$

since the norms are fixed. Hence $\partial E/\partial f_i=\varepsilon_i$, which is Janak's theorem. The orbitals of one spherical subshell have equal eigenvalues, so $\partial E/\partial n_{l\sigma}=\varepsilon_{l\sigma}$ as well.

Orbital relaxation drops out of this first derivative. It does not drop out of the second, because $\varepsilon_i$ itself depends on the relaxed orbitals.

### Charge and spin derivatives

Since $n=n_\uparrow+n_\downarrow$ and $m=n_\uparrow-n_\downarrow$,

$$
\frac{\partial}{\partial n_\uparrow}=\frac{\partial}{\partial n}+\frac{\partial}{\partial m},\qquad
\frac{\partial}{\partial n_\downarrow}=\frac{\partial}{\partial n}-\frac{\partial}{\partial m}.
$$

Thus $\varepsilon_\uparrow=E_n+E_m$, where subscripts denote derivatives. Reversing all spins leaves the energy unchanged, so $E$ is even in $m$ and $E_{nm}=0$ at $m=0$. There,

$$
\frac{\partial\varepsilon_\uparrow}{\partial n_\uparrow}=E_{nn}+E_{mm},\qquad
\frac{\partial\varepsilon_\uparrow}{\partial n_\downarrow}=E_{nn}-E_{mm}.
$$

Half the sum is $U=E_{nn}$ and half the difference is $W_{pp}=E_{mm}$. For two shells the same steps give

$$
W_{ll'}=\frac12\Big(\frac{\partial\varepsilon_{l\uparrow}}{\partial n_{l'\uparrow}}-\frac{\partial\varepsilon_{l\uparrow}}{\partial n_{l'\downarrow}}\Big)=\frac{\partial^2E}{\partial m_l\,\partial m_{l'}},
$$

so $W_{sp}=W_{ps}$. If charge is added equally to both spins, $\varepsilon_p=dE/dn$, and therefore $U=d\varepsilon_p/dn$ and $U^d=d^2\varepsilon_p/dn^2$.

### Numbers from five eigenvalues

With $R=25$ bohr and steps $h=0.1$ in the 2p occupation, the eigenvalues are:

| $n$ | $\varepsilon_p$ (hartree) |
|---|---|
| 1.8 | −0.274891 |
| 1.9 | −0.236307 |
| 2.0 | −0.199144 |
| 2.1 | −0.163472 |
| 2.2 | −0.129378 |

Write $f_k=\varepsilon_p(2+kh)$. Taylor expansion gives

$$
f_1-f_{-1}=2hf'+\tfrac13h^3f'''+\dots,\qquad f_2-f_{-2}=4hf'+\tfrac83h^3f'''+\dots
$$

Eight times the first minus the second removes $f'''$ and leaves $12hf'$:

$$
U=\frac{f_{-2}-8f_{-1}+8f_1-f_2}{12h}=\frac{0.43717}{1.2}=0.3643\ \text{hartree}=9.91\ \text{eV}.
$$

For the even combinations,

$$
f_1+f_{-1}-2f_0=h^2f''+\tfrac1{12}h^4f''''+\dots,\qquad f_2+f_{-2}-2f_0=4h^2f''+\tfrac{16}{12}h^4f''''+\dots
$$

Sixteen times the first minus the second leaves $12h^2f''$:

$$
U^d=\frac{-f_{-2}+16f_{-1}-30f_0+16f_1-f_2}{12h^2}=\frac{-0.01788}{0.12}=-0.149\ \text{hartree per electron}.
$$

The second odd difference minus twice the first leaves $2h^3f'''$. With unrounded eigenvalues this gives $U''=d^2U/dn^2=-0.078$ hartree per electron squared. Unlike the two formulas above, this one has an error of order $h^2$: it gives −0.077 at $h=0.05$ and tends to about −0.0765 as $h\to0$. The shift changes $U''/12$, used below, by only $10^{-4}$ hartree.

Differences of total energies test $\varepsilon_p$ and $U$ through Janak's theorem. They give $dE/dn=-0.199143$ and $d^2E/dn^2=0.36430$ hartree. A separate Gaussian-basis calculation tests the radial method on spherical nitrogen; the two total energies differ by $9\times10^{-5}$ hartree.

The wall matters more for higher derivatives. At $R=12$ bohr, $U$ is 0.3644 and $U^d$ is −0.148; at 16, 20 and 25 bohr, $U^d$ is −0.149.

### Spin constants

Changing one spin occupation at a time gives, in hartree,

$$
W_{ss}=-0.0278,\qquad W_{sp}=W_{ps}=-0.0237,\qquad W_{pp}=-0.0219 .
$$

The last is $-0.60$ eV. For the 2s derivatives the occupation of one spin slightly exceeds one. This is a smooth continuation used to form a central difference, not a physical state.

Going from $(n_\uparrow,n_\downarrow)=(1,1)$ to $(2,0)$ sets $m_p=2$, so the quadratic term predicts $\frac12W_{pp}\,2^2=2W_{pp}=-0.0439$ hartree. The self-consistent energy difference is also −0.0439. For neutral carbon in this functional the quadratic term therefore gives the right spin energy at full 2p polarization; polarizations between $m_p=0.4$ and $m_p=2$ were not computed.

The 2s shell has its own charge derivative, $\partial\varepsilon_s/\partial n_s=0.397$ hartree, about 9% above the 2p value. A DFTB model with one $U$ per atom ignores this difference.

### What relaxation does

Freeze the orbitals at their neutral shapes and change only the occupations. If the self-consistent orbitals minimize the energy at given occupations, then $E(n)\le E_{\text{frozen}}(n)$, with equality at the reference. Two curves that touch in this way have equal slopes there, and the lower one has the smaller curvature. The argument applies to variations of both $n$ and $m$.

The frozen values are 0.490 hartree for $U$ and −0.0208 for $W_{pp}$. Relaxation lowers them to 0.364 and −0.0219. It removes about a quarter of the frozen $U$, which contains the exchange-correlation response as well as the Coulomb repulsion, but changes the spin constant by only about 5.5% of its frozen value.

## Comparing U with I − A

### Equal spins

The gap is a finite second difference,

$$
I-A=[E(1)-E(2)]-[E(2)-E(3)]=E(3)+E(1)-2E(2).
$$

By Janak's theorem each energy difference is an integral of $\varepsilon_p$. Subtracting $\varepsilon_p(2)$ from both integrands changes nothing, because the two intervals have equal length:

$$
I-A=\int_0^1[\varepsilon_p(2+x)-\varepsilon_p(2)]\,dx-\int_{-1}^0[\varepsilon_p(2+x)-\varepsilon_p(2)]\,dx .
$$

Each bracket is an integral of $U$ from 0 to $x$. In the first term, $U(2+t)$ is counted for all $x$ between $t$ and 1, which gives the weight $1-t$. The second gives $1+t$ for negative $t$. Together,

$$
I-A=\int_{-1}^{1}(1-|t|)\,U(2+t)\,dt=U+\frac{U''}{12}+\dots
$$

The weight has unit area. Odd terms, including $U^d$, cancel, and $\int(1-|t|)t^2dt=2(\frac13-\frac14)=\frac16$ multiplies $U''/2$. So $I-A$ is an average of the curvature, while $U$ is its central value.

For a step of half an electron the correction is four times smaller, $U''/48$. The second difference divided by $(1/2)^2$ is 0.3626 hartree, and $U+U''/48$ is 0.3627. This comparison uses the 25 bohr sphere and needs no full anion.

The full anion needs more care. The Taylor series for $\varepsilon_p$, cut after the $U''$ term, reaches zero near $n=2.64$, and the self-consistent level does so at $n=2.65$, so in this functional the free atom with equal spins cannot bind a whole extra electron in a level of negative energy. In a sphere of 12 bohr the anion level is at +0.077 hartree. The affinity defined there is nevertheless positive, because $A=-\int_2^3\varepsilon_p\,dn$ and the negative part of the integral outweighs the positive part. In this sphere,

$$
I=0.404,\qquad A=0.045,\qquad I-A=0.359\ \text{hartree}=9.8\ \text{eV}.
$$

Quadrature of $\varepsilon_p$ reproduces $I$ and $A$. The series gives $U+U''/12=0.358$. Moving the wall from 12 to 10 bohr raises the anion energy by 0.003 hartree, or 0.09 eV, so even within a sphere the gap depends on the radius at the level of 0.1 eV. It is 0.362, 0.359, 0.356 and 0.355 hartree at 10, 12, 16 and 20 bohr, while the anion level falls to +0.058 hartree at 20 bohr; the close match with the series at 12 bohr is thus partly set by the chosen radius. The value also belongs to the confined atom, not to the free one: with a positive level the full anion is not a bound state. Its 2p charge sits behind a Coulomb and centrifugal barrier through which it can leak, the wall stops the leak, and in a very large sphere the charge beyond $n\approx2.65$ would leave. Integrating the Taylor series for $\varepsilon_p$ only up to that zero gives $A\approx0.060$ hartree instead of 0.045, a change of about 0.4 eV.

Although $U^d$ cancels from the gap, it matters for $I$ and $A$ separately. Setting $\Delta n=\mp1$ in the expansion gives

$$
I\approx-\varepsilon_p+\frac U2-\frac{U^d}{6},\qquad A\approx-\varepsilon_p-\frac U2-\frac{U^d}{6}.
$$

Without the cubic term these are 0.381 and 0.017 hartree; with it they are 0.406 and 0.042. The correction is the same for both, and it supplies more than half of the affinity found in the 12 bohr sphere. This is why a third-order DFTB energy can improve charged atoms even when $U$ already fits the gap.

### Parallel spins

Now let all 2p electrons have spin up, following 2p¹, 2p² and 2p³. In the 12 bohr sphere,

$$
I=11.8\ \text{eV},\qquad A=1.8\ \text{eV},\qquad I-A=0.366\ \text{hartree}=10.0\ \text{eV}.
$$

The measured gap of carbon is roughly 10 eV. The calculation omits multiplet structure and relativity, and it retains the error of the functional. The anion level is again positive, at +0.067 hartree, and the tighter wall raises the anion energy by 0.002 hartree.

The gap exceeds $U$ by about 0.002 hartree, which is comparable to this wall shift, and the excess falls to 0.0005 hartree in a sphere of 20 bohr; as with equal spins, the value belongs to the chosen sphere. The agreement is not an identity, since along this path each added electron changes both $n$ and $m$. At the equal-spin reference the matching curvature is $U+W_{pp}=0.342$ hartree. At the actual neutral high-spin state, $(2,0)$, it is $\partial\varepsilon_\uparrow/\partial n_\uparrow=0.372$. The route from $U$ to the gap is therefore

$$
0.36430-0.02194+0.02915-0.00517=0.36634\ \text{hartree}.
$$

The terms after $U$ are the spin constant, the change of curvature between $(1,1)$ and $(2,0)$, and a remainder that contains both the effect of whole-electron steps and that of the 12 bohr wall on the anion energy. They largely cancel for carbon. Nothing in the derivation requires such cancellation in another atom.

## Scaling estimate against the full result

| Quantity (atomic units) | Scaling | LSDA |
|---|---|---|
| $U$, frozen shell | 0.53 | 0.490 |
| $U$, relaxed | 0.40 | 0.364 |
| $U^d$ | −0.10 | −0.149 |
| $W_{pp}$ | −0.03 | −0.022 |

The two frozen-shell entries are not quite the same quantity. The model value is a bare Coulomb repulsion; for the self-consistent 2p orbital that repulsion is 0.520 hartree, and the exchange-correlation response lowers it by 0.030 to 0.490. Most of the difference in this row is thus the exchange-correlation term that the model leaves out. The one-scale shell overestimates the relaxed $U$ by about 9%. Its relaxation term, −0.132, is close to the computed change of −0.126. This closeness does not show that uniform expansion is the mechanism: stretching the self-consistent 2s and 2p orbitals by one common factor, with the core fixed and the 2s orbital kept orthogonal to it, lowers $U$ by only about 0.06 hartree, roughly half of the full relaxation. The rest needs freedom that a single scale factor does not have.

The higher derivatives are less well described. The model gives two thirds of $U^d$, and its $U''$ vanishes because $E(N)$ is cubic in $N$; it would therefore make $I-A$ equal to $U$. The computed $U''$ is negative, so the curvature falls faster as electrons are added. The one-scale model cannot describe this.

The estimate for $W_{pp}$ has the right sign and size, but it is too large in magnitude, −0.032 against the frozen-orbital value −0.021. With the self-consistent orbitals frozen, exchange alone gives −0.028, and leaving out the 1s density as well gives −0.031. Giving all valence electrons the 2p shape then leaves this at −0.031. Omitted correlation thus accounts for about two thirds of the excess and the omitted core density for most of the rest.

## Computed values

```
wall radius, local derivatives: 25.0 bohr
wall radius, I and A: 12.0 bohr
occupation step h: 0.10 electrons
N atom energy, radial: -54.13439 hartree
N atom energy, Gaussian: -54.13430 hartree
C energy, 2p2 paired: -37.42437 hartree
eps_2s: -0.50081 hartree
eps_2p: -0.199144 hartree
dE/dn_p from energies: -0.199143 hartree
eps_2p at n_p=1.8: -0.274891 hartree
eps_2p at n_p=1.9: -0.236307 hartree
eps_2p at n_p=2.1: -0.163472 hartree
eps_2p at n_p=2.2: -0.129378 hartree
U: 0.36430 hartree
U: 9.913 eV
U from total energies: 0.36430 hartree
U with R=12 bohr: 0.36443 hartree
U of 2s shell: 0.39719 hartree
Ud = dU/dn_p: -0.1490 hartree/electron
Ud with R=20 bohr: -0.1490 hartree/electron
Ud with R=16 bohr: -0.1490 hartree/electron
Ud with R=12 bohr: -0.1480 hartree/electron
U'' = d2U/dn_p2: -0.0779 hartree/electron^2
W_ss: -0.02783 hartree
W_sp: -0.02371 hartree
W_ps: -0.02371 hartree
W_pp: -0.02194 hartree
W_pp: -0.597 eV
W_pp from total energies: -0.02194 hartree
U, frozen orbitals: 0.49018 hartree
W_pp, frozen orbitals: -0.02079 hartree
spin energy E(2,0)-E(1,1): -0.04388 hartree
quadratic estimate 2 W_pp: -0.04388 hartree
half-electron curvature: 0.36260 hartree
U + U''/48: 0.36268 hartree
I paired: 0.40381 hartree
A paired: 0.04517 hartree
I paired, integral of eps: 0.40381 hartree
A paired, integral of eps: 0.04517 hartree
I second order: 0.38130 hartree
A second order: 0.01699 hartree
I third order: 0.40612 hartree
A third order: 0.04182 hartree
I-A paired: 0.35865 hartree
I-A paired: 9.759 eV
U + U''/12: 0.35781 hartree
eps_2p of paired anion: 0.07742 hartree
I high spin: 11.763 eV
A high spin: 1.794 eV
I-A high spin: 0.36634 hartree
I-A high spin: 9.969 eV
U + W_pp: 0.34236 hartree
d eps_up/d n_up at (2,0): 0.37151 hartree
eps_2p of high-spin anion: 0.06699 hartree
paired anion shift, R=10: 0.00320 hartree
high-spin anion shift, R=10: 0.00193 hartree
```
